# Chebyshev recursion for the self-consistent BdG pair field: order, kernel, locality, part 1

(Sections cited here and not found follow in the second part.)

On a disordered \(10\times10\) lattice at \(T=0.1\,t\), one evaluation of the gap map with 400 Chebyshev moments is accurate to \(5.6\times10^{-10}\,t\) relative to diagonalisation at the same input field. With the Jackson kernel the same moments give \(4.9\times10^{-4}\,t\), six orders of magnitude worse. At \(T=0\) on a clean lattice the ranking is reversed at the three orders computed, \(M=150\), 250 and 350, although the error without kernel oscillates through zero and can be the smaller one at isolated orders in between. On that clean lattice at \(T=0\), with the scale \(a=5.5\,t\), the gap vanishes for fewer than 39 Jackson moments; this threshold grows in proportion to \(a\). These facts follow from how the expanded function, the scale \(a\) and the kernel fix the required order. All numbers are taken from the numerical output below or follow from it by simple arithmetic.

## Model and gap map

The model is a square lattice of \(N\) sites with hopping \(t\), site energies \(V_i\), chemical potential \(\mu\) and attraction \(-Un_{i\uparrow}n_{i\downarrow}\), in mean field. The \(V_i\) are effective site energies held fixed, so a Hartree shift is not updated with the density. Fluctuations, including the BKT physics of two dimensions, are left out. Energies are in \(t\), the natural unit of a lattice model, and \(k_B=1\). The decoupling gives \(\Delta_ic^\dagger_{i\uparrow}c^\dagger_{i\downarrow}+\text{h.c.}\) with \(\Delta_i=-U\langle c_{i\downarrow}c_{i\uparrow}\rangle\). With \(\Psi=(c_\uparrow,c^\dagger_\downarrow)\) the Hamiltonian is \(\Psi^\dagger H\Psi\) plus a constant,
\[H=\begin{pmatrix}h&\Delta\\ \Delta^*&-h^*\end{pmatrix},\]
where \(h\) is the normal one-body matrix and \(\Delta\) is diagonal. The block \(-h^*\) arises from reordering \(h_{ji}c^\dagger_jc_i=-h^*_{ij}c_ic_j^\dagger+\text{const}\). Each eigenmode is empty with probability \(1-f(E)=\tfrac12+\tfrac12\tanh(E/2T)\), so \(\langle\Psi_a\Psi_b^\dagger\rangle=[1-f(H)]_{ab}\). Let \(e_i,h_i\) be the electron and hole unit vectors of site \(i\). Their element is \(\langle c_{i\uparrow}c_{i\downarrow}\rangle=-\langle c_{i\downarrow}c_{i\uparrow}\rangle\), and the constant \(\tfrac12\) has no such element, so
\[\Delta_i=\Phi_i[\Delta]=\tfrac U2\langle e_i|\tanh(H/2T)|h_i\rangle .\]
Sign and factor were tested against a two-site Fock-space average. For a uniform system \(\tanh(H/2T)=H\tanh(E/2T)/E\) with \(E^2=\xi^2+\Delta^2\), and \(\Phi=\tfrac U2\langle(\Delta/E)\tanh(E/2T)\rangle\), where \(\langle\cdot\rangle\) averages over the band.

## Rescaling and stability

Define the antiunitary map \(C(u,v)=(-v^*,u^*)\). For \(H(u,v)=(hu+\Delta v,\Delta^*u-h^*v)\),
\[CH(u,v)=(hv^*-\Delta u^*,\ h^*u^*+\Delta^*v^*)=-HC(u,v).\]
The spectrum is symmetric, so no shift is needed and \(\tilde H=H/a\). The triangle inequality gives \(\|H\|\le\|h\|+\max|\Delta_i|\), and \(\|\tanh\|\le1\) gives \(|\Delta_i|\le U/2\) for the exact map. A truncated series without kernel can overshoot 1, at \(T>0\) noticeably only at low order but for the step at \(T=0\) at every order, so this bound should be checked in each sweep. While it holds and \(|V_i|\le W\), the scale \(a=4t+|\mu|+W+U/2\) is safe. With \(\mu=-1\), \(W=0.5\), \(U=2.5\) it is \(6.75\,t\), while the converged \(10\times10\) system has \(E_{\max}=5.075\,t\). The orders derived below are proportional to \(a\) for \(T,\Delta\ll a\), so the margin costs a factor \(6.75/5.075=1.33\).

For \(x=\cos\vartheta\) in \([-1,1]\), \(T_n(x)=\cos n\vartheta\) is bounded. A rounding error \(\epsilon\) injected at one step obeys the same recursion with initial values \((0,\epsilon)\), whose solution \(\epsilon\sin k\vartheta/\sin\vartheta\) is at most \(k\epsilon\) after \(k\) steps. For \(x>1\), \(T_n(x)=\cosh(n\,\mathrm{arccosh}\,x)\). A scale only 2% too small, \(a=0.98E_{\max}\), gives the growth rate \(0.2017\) per order, measured and predicted, or \(e^{81}\) at \(n=400\).

## Green function, moments, coefficients

Write \(z=(\rho+\rho^{-1})/2\) with \(|\rho|>1\), so that \(\sqrt{z^2-1}=(\rho-\rho^{-1})/2\). Summing the geometric series in \(\rho^{-1}e^{\pm i\vartheta}\),
\[\sum_{n\ge0}(2-\delta_{n0})\rho^{-n}\cos n\vartheta=\frac{1-\rho^{-2}}{1-2x\rho^{-1}+\rho^{-2}}=\frac{\sqrt{z^2-1}}{z-x},\]
where the last step multiplies numerator and denominator by \(\rho/2\). Hence
\[\langle e_i|(az-H)^{-1}|h_i\rangle=\frac{1}{a\sqrt{z^2-1}}\sum_n(2-\delta_{n0})\mu_n\rho^{-n},\qquad\mu_n=\langle e_i|T_n(\tilde H)|h_i\rangle .\]
For real \(z\) in \([-1,1]\) one has \(|\rho|=1\) and the series needs damping; elsewhere it converges geometrically.

Two identities reduce the work. Since \(h_i=Ce_i\), \(C\tilde H=-\tilde HC\) and \(T_m\) is real with parity \((-1)^m\), one has \(T_mh_i=(-1)^mC\phi_m\) with \(\phi_m=T_me_i\). For any \(\phi=(u,v)\), \(\langle\phi|C\phi\rangle=-u^*\!\cdot v^*+v^*\!\cdot u^*=0\). The product rule \(T_{m+n}=2T_mT_n-T_{|m-n|}\) then gives \(\mu_{2m}=2(-1)^m\langle\phi_m|C\phi_m\rangle-\mu_0=0\), because \(\mu_0=0\), and
\[\mu_{2m+1}=2(-1)^m\langle\phi_{m+1}|C\phi_m\rangle-\mu_1 .\]
All moments \(n<M\) need \(M/2\) matrix-vector products. Both identities and the series for the Green function were tested with complex hopping and complex \(\Delta\).

The function \(\tanh(E/2T)\) has simple poles with residue \(2T\) at \(i\omega=i(2k+1)\pi T\), so it equals \(-2T\sum_\omega(i\omega-E)^{-1}\), summed in pairs \(\pm\omega\). For \(\omega_k>0\) set \(z=i\sinh\theta_k\), \(\sinh\theta_k=\omega_k/a\); then \(\sqrt{z^2-1}=i\cosh\theta_k\) and \(\rho=ie^{\theta_k}\). The term of order \(n\ge1\) is \((2/a)T_n\,i^{-n-1}e^{-n\theta_k}/\cosh\theta_k\). The pole at \(-\omega_k\) adds the complex conjugate of the scalar factor, and \(2\,\mathrm{Re}\,i^{-n-1}\) is zero for even \(n\) and \(2(-1)^{(n+1)/2}\) for odd \(n\). Multiplying by \(-2T\),
\[\Phi_i=\frac U2\sum_{n\ \rm odd}c_n\mu_n,\qquad c_n=\frac{8T}{a}(-1)^{\frac{n-1}2}\sum_{k\ge0}\frac{e^{-n\theta_k}}{\cosh\theta_k}.\]
This form was tested against quadrature of \(\tanh\). As \(T\to0\), \(T\sum_k\to\int d\omega/2\pi=(a/2\pi)\int\cosh\theta\,d\theta\), and \(c_n\to4(-1)^{(n-1)/2}/\pi n\), the coefficients of \(\mathrm{sgn}\,x\).

## Pseudocode

```
choose a, M (even), R; c[n] by cosine transform of f(cos theta)
repeat
  for each site i (independent):
    Hs = H restricted to |r-r_i|_1 <= R, divided by a
    p0 = e_i; p1 = Hs p0; mu1 = conj(hole part of p1 at i); s = 0
    for m = 0 .. M/2-1:
      (u0,v0) = p0; (u1,v1) = p1
      s += c[2m+1] * (2(-1)^m conj(v1.u0 - u1.v0) - mu1)
      if m < M/2-1: (p0,p1) = (p1, 2 Hs p1 - p0)
    new[i] = (U/2) s
  Delta = new
until max change < tolerance
```

Dots are unconjugated sums, a kernel multiplies \(c_n\) by \(g_n\), and \(f\) is \(\tanh(ax/2T)\) or, at \(T=0\), one of the steps discussed below. Two vectors per site are stored.

## Order at finite temperature

Since \(|\mu_n|\le1\), the map error is at most \(\tfrac U2\sum_{n\ge M}|c_n|\). For \(n\theta_0\gg1\) the pole \(k=0\) dominates and the odd terms from \(M+1\) form a geometric series:
\[|\delta\Phi_i|\lesssim\frac{4UT}{a}\frac{e^{-(M+1)\theta_0}}{\cosh\theta_0\,(1-e^{-2\theta_0})},\qquad\theta_0=\mathrm{arcsinh}\frac{\pi T}{a}.\]
For \(\pi T\ll a\) the prefactor tends to \(2U/\pi\), so \(M\approx(a/\pi T)\ln(1/\varepsilon)\), with no reference to \(\Delta\). Here \(\theta_0=0.046525\) and \(\ln10^8/\theta_0=396\). At \(M=400\) the bound is \(0.1481\times7.90\times10^{-9}/0.0890=1.32\times10^{-8}\,t\). The largest site errors are

| \(M\) | no kernel | bound | Jackson |
|---|---|---|---|
| 50 | 1.3e-2 | 1.6e-1 | 5.4e-2 |
| 100 | 1.1e-3 | 1.5e-2 | 1.1e-2 |
| 200 | 8.1e-6 | 1.4e-4 | 2.2e-3 |
| 400 | 5.6e-10 | 1.3e-8 | 4.9e-4 |

in units of \(t\), relative to diagonalisation at the same input field. The errors lie a factor 12 to 24 below the bound, which replaces each moment by its largest possible modulus.

Self-consistency amplifies a map error. Take \(h\) and the fields real, since a global phase rotation of \(\Delta\) has \(\Lambda=1\) at every temperature. To first order, at the perturbed fixed point \(\delta\Delta=\Lambda\,\delta\Delta+\delta\Phi\), with \(\Lambda=\partial\Phi/\partial\Delta\), so \(\delta\Delta=(1-\Lambda)^{-1}\delta\Phi\). For the uniform mode at \(T=0\), differentiating \(U\Delta\langle1/2E\rangle\) and using the gap equation gives \(1-\Lambda=U\langle\Delta^2/2E^3\rangle=0.3656\). Plain iteration shrinks this mode by \(0.634\) per sweep on the clean lattice at \(T=0\). On the disordered lattice at \(T=0.1\,t\), where \(\Lambda\) is different, both solvers needed 37 sweeps to bring the largest change below \(10^{-9}\,t\). Their fields, ranging from \(0.367\) to \(0.531\,t\) with mean \(0.457\,t\), agree to \(8.4\times10^{-10}\,t\). At \(T_c\) the linearised map has \(\Lambda=1\), so the linear amplification factor diverges as \(T_c\) is approached and the iteration slows down. A small change per sweep then no longer implies a small error of the field.

## Zero temperature without a kernel

Put \(x=\sin\psi\). For odd \(n\), \(T_n=\cos(n\pi/2-n\psi)=(-1)^{(n-1)/2}\sin n\psi\), so the series is \(\sum4\sin n\psi/\pi n\). In the omitted tail replace \(1/n\) by \(1/M\), valid for \(M\psi\gg1\), and sum the geometric series in the Abel sense:
\[\sum_{j\ge0}e^{i(M+1+2j)\psi}=\frac{e^{i(M+1)\psi}}{1-e^{2i\psi}}=\frac{ie^{iM\psi}}{2\sin\psi}.\]
The imaginary part gives \(S_M(x)-1\approx-2\cos(M\psi)/\pi Mx\) for the truncated step \(S_M\). In the band average the phase \(M\psi(\xi)\) is stationary at the gap edge. There \(E\approx\Delta+\xi^2/2\Delta\), so \(\psi''=1/(a\Delta\sqrt{1-\delta^2})\) with \(\delta=\Delta/a\), and the Gaussian integral has modulus \(\sqrt{2\pi/M\psi''}\). With the density of states \(N_0\) at \(\mu\), the error of \(\langle\Delta/E\rangle\) oscillates in \(M\) with envelope
\[\frac{2N_0}{\pi\delta}\sqrt{2\pi a\Delta\sqrt{1-\delta^2}}\;M^{-3/2}.\]
The infinite clean lattice has \(N_0=0.14191/t\), \(\Delta_0=0.45085\,t\) (the last digit moves by one unit with the integration mesh) and, with \(a=5.5\,t\), \(\delta=0.08197\). This scale lies below the safe value \(4t+|\mu|+U/2\) but above \(E_{\max}=\sqrt{(5t)^2+\Delta_0^2}=5.02\,t\). The prefactor is \(7.766\times0.14191\times3.941=4.343\); the measured maxima are \(4.387\) for \(M\) in \([600,800]\) and \(4.366\) in \([2000,2400]\). Convergence is slow and the error oscillates in sign, so agreement at one value of \(M\) can be accidental.

The gap map is now a Chebyshev series whose error without a kernel falls exponentially with \(M\) at finite temperature, but on the clean lattice at \(T=0\) only as \(M^{-3/2}\), with oscillating sign. What remains is the effect of the Jackson kernel, a smooth step for gapped spectra, and the cost and locality of the recursion.
